# Why buried strained islands attract later ones, and how spacers weaken this

**A film on a slightly stretched surface**

Take a flat crystal surface that has been stretched by the same small strain $s$ in both in-plane directions. Deposit on it a thin film whose own lattice is larger than the unstretched surface lattice by a fraction $e_m$, the misfit. If the film's atoms stay in registry with the surface, the film must strain to match it. To first order its in-plane elastic strain is $s-e_m$, a compression when $s<e_m$.

The film is free to relax along its normal, so the normal stress vanishes. With equal in-plane stresses $\sigma$, Young's modulus $E$ and Poisson's ratio $\nu$, Hooke's law gives

$$s-e_m=\frac{\sigma-\nu\sigma}{E},\qquad \sigma=M(s-e_m),\qquad M=\frac{E}{1-\nu}.$$

The energy density is half of stress times strain, summed over two directions, which is $M(s-e_m)^2$. If $\Omega$ is the volume per atom, the stretch changes the energy per atom by

$$\delta\mu=\Omega M\left[(s-e_m)^2-e_m^2\right]=-2\Omega Me_ms+\Omega Ms^2 .$$

For $e_m>0$ and $0<s<2e_m$ this is negative. The stretched surface fits the larger lattice better, and an atom added to the film there costs less elastic energy.

This is the sense in which strain lowers the adatom chemical potential. The quantity lowered is the potential that adatoms would have if they were in equilibrium with the film at that place. The binding energy of a lone adatom is a different quantity, and this calculation says nothing about it.

A buried island with a lattice larger than its host's produces such a stretch above itself. What remains is to find how large the stretch is, how it depends on the spacer, and whether it is enough to place a new island.

**When the two in-plane strains differ**

Away from the point directly above the island, the radial and tangential strains are unequal. The first-order energy change is still simple. A small change of strain does work equal to the existing stress times that change. The unperturbed film has stress $-Me_m$ in both in-plane directions, no shear stress and no normal stress. Hence

$$\delta\mu=-\Omega Me_m\,t+O(s^2),\qquad t=s_{xx}+s_{yy}.$$

Only the areal strain $t$ enters at this order. In the opening case $t=2s$, which recovers the linear term found there. The film is taken thin enough that it does not itself alter the strain of the surface beneath it.

**The island in an unbounded solid**

Let the island have volume $V$ and a linear misfit $e_0$ with its host: cut free, it would expand by $e_0$ in every direction. Island and host are isotropic and have the same elastic constants. Write $e^*(\mathbf x)=e_0$ inside the island and zero outside. Only strain in excess of $e^*$ causes stress, so with Lamé constants $\lambda$ and $G$,

$$\sigma_{ij}=\lambda\delta_{ij}(\nabla\!\cdot\mathbf u-3e^*)+2G(\varepsilon_{ij}-\delta_{ij}e^*).$$

Try $\mathbf u=\nabla\chi$. Setting the divergence of the stress to zero gives

$$(\lambda+2G)\,\partial_i\nabla^2\chi=(3\lambda+2G)\,\partial_ie^* .$$

Since $\lambda=2G\nu/(1-2\nu)$, the two brackets are $2G(1-\nu)/(1-2\nu)$ and $2G(1+\nu)/(1-2\nu)$. With strains that vanish far away, integration gives

$$\nabla^2\chi=\frac{1+\nu}{1-\nu}\,e^* .$$

This is Poisson's equation. At distances $\rho$ much larger than the island,

$$\mathbf u=-A\nabla\frac1\rho,\qquad A=\frac{(1+\nu)e_0V}{4\pi(1-\nu)} .$$

In this limit the island's shape drops out and only $e_0V$ remains. This is the point-inclusion model.

**What the free surface changes**

Let the solid fill $z>0$, with the island at depth $d$ on the $z$ axis. The growing surface is the plane $z=0$ and carries no force. Define $\psi=1/R_1$, with $R_1$ the distance from the island, and $\phi=1/R_2$, with $R_2$ the distance from its mirror image at $z=-d$. Inside the solid $\phi$ is harmonic and regular. On the surface

$$\psi=\phi,\qquad \psi_z=-\phi_z,\qquad \psi_{zz}=\phi_{zz}.$$

Add image terms with three unknown coefficients:

$$\frac{\mathbf u}{A}=-\nabla\psi+\alpha\nabla\phi+\beta z\nabla\phi_z+\gamma\hat{\mathbf z}\phi_z .$$

Away from the island, equilibrium requires $(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\!\cdot\mathbf u)=0$. Because $\phi$ is harmonic, $\nabla\!\cdot\mathbf u/A=(\beta+\gamma)\phi_{zz}$ and $\nabla^2\mathbf u/A=2\beta\nabla\phi_{zz}$. Therefore

$$2(1-2\nu)\beta+\beta+\gamma=0 .$$

On the surface the shear stress is proportional to $\partial_zu_x+\partial_xu_z$. The four terms contribute $2$, $2\alpha$, $\beta$ and $\gamma$ times $\phi_{xz}$; the first is positive because $\psi_z=-\phi_z$. So

$$2+2\alpha+\beta+\gamma=0 .$$

The normal stress divided by $2G$ is $\nu(\nabla\!\cdot\mathbf u)/(1-2\nu)+\partial_zu_z$. At $z=0$ this vanishes if

$$\frac{\nu}{1-2\nu}(\beta+\gamma)-1+\alpha+\beta+\gamma=0 .$$

The first condition gives $\beta+\gamma=-2(1-2\nu)\beta$. The other two then become

$$\alpha+1=(1-2\nu)\beta,\qquad \alpha-1=2(1-\nu)\beta .$$

Subtracting the second from the first gives $2=-\beta$. Hence $\beta=-2$, $\alpha=-(3-4\nu)$ and $\gamma=2(3-4\nu)$.

For the lateral displacement at the surface only the first two terms survive. With $R^2=r^2+d^2$, the radial derivative of both $\psi$ and $\phi$ is $-r/R^3$, so

$$u_r=A\,[1+(3-4\nu)]\frac r{R^3}=C\frac r{R^3},\qquad C=4(1-\nu)A=\frac{(1+\nu)e_0V}{\pi}.$$

The free surface multiplies the lateral displacement of the unbounded solid by $4(1-\nu)$, and the power of distance stays the same.

**The inverse cube and the shape of the well**

The areal strain is the two-dimensional divergence of the lateral displacement:

$$t(r)=\frac1r\frac{d}{dr}(ru_r)=C\left(\frac2{R^3}-\frac{3r^2}{R^5}\right)=C\,\frac{2d^2-r^2}{(r^2+d^2)^{5/2}} .$$

Directly above the island,

$$t(0)=\frac{2C}{d^3},\qquad \delta\mu(0)=-\frac{2(1+\nu)}{\pi}\,\Omega M\,\frac{e_0e_mV}{d^3}.$$

The displacement falls as the inverse square of distance, and strain is its gradient, which supplies the third power. The product $e_0e_m$ sets the sign: misfits of the same sign attract and misfits of opposite sign repel.

The stretch ends at $r=\sqrt2\,d$. Beyond that the surface is weakly compressed. With $q=r^2$, the condition $dt/dq=0$ reads $-(q+d^2)-\tfrac52(2d^2-q)=0$, so the minimum lies at $r=2d$. There $t$ is $-5^{-5/2}$, or about $-1.8\%$, of its central value. The integral of $t$ over a circle is $2\pi ru_r$, which tends to zero for a large circle, so the stretch and the surrounding compression balance.

A finite-element calculation that solves the layered elastic problem without the image construction tests this profile. Its source was spread over a thickness $0.1d$, and the formula was averaged in the same way. On the axis, $t\,d^3/(e_0V)$ was 0.8189 from the finite elements and 0.8190 from the formula; at $r=2d$ both gave $-0.0146$.

**A wide island weakens the dependence**

Real islands may be as wide as the spacer is thick. Spread the source uniformly over a thin disc of radius $b$, and measure $d$ from the disc's mid-plane. Since $rt=d(ru_r)/dr$, the axial average can be integrated at once:

$$t(0)=\frac1{\pi b^2}\int_0^b2\pi r\,C\,\frac{2d^2-r^2}{(r^2+d^2)^{5/2}}\,dr=\frac{2C}{b^2}\left[\frac{r^2}{(r^2+d^2)^{3/2}}\right]_0^b=\frac{2C}{(b^2+d^2)^{3/2}} .$$

The local exponent is

$$-\frac{d\ln t(0)}{d\ln d}=\frac{3d^2}{b^2+d^2}.$$

It is 1.5 at $d=b$ and approaches 3 only when $d\gg b$.

Take round model parameters: $b=10$ nm, island height 3 nm, $e_0=e_m=0.04$, $\nu=0.28$, $M=180$ GPa and $\Omega=0.020$ nm³. The volume is $\pi\times10^2\times3=942$ nm³, so

$$C=\frac{1.28\times0.04\times942}{\pi}=15.4\ \text{nm}^3 .$$

The coupling $\Omega Me_m$ is 899 meV per unit areal strain. At $d=20$ nm,

$$t(0)=\frac{30.7}{(100+400)^{3/2}}=0.00275,\qquad \delta\mu=-899\times0.00275=-2.47\ \text{meV},$$

or about $-91$ microhartree. Including the quadratic term changes this to $-2.43$ meV, so that term is small here. The matching strain $s-e_m$ is itself a first-order expression. Measured relative to the film's own lattice it becomes $(s-e_m)/(1+e_m)$, which divides the shift by $(1+e_m)^2$ and lowers it by about 7.5%. The figures below keep the first-order strain. The shifts should be read with that margin; the rate gains and alignment fractions depend exponentially on the shift and move more. At $d=10$ nm this correction alone lowers the rate gain from 36 to 29 and the aligned fraction from 41% to 37%, and together with the quadratic term to 24 and 34%. At $d=10$ nm the point model would give a strain of 0.0307, while the disc gives 0.0109. Close to a wide island, the point model exaggerates both the strain and its rate of decay. Treating the disc as thin matters much less: its height changes the strain at that distance by 0.8%.

**How a few millielectronvolts can place an island**

At 900 K the thermal energy is $k_BT=77.6$ meV, far above a shift of 2.47 meV per atom. One atom would hardly notice the well. A nucleus consists of many atoms, however, and each of them carries the shift.

Suppose that adatoms diffuse fast enough to share one chemical potential across the surface. Let $g$ be the energy gained per atom on joining an island far from the buried one, and let $an^{2/3}$ be the boundary cost of an $n$-atom nucleus. If the nucleus is shallow enough to be strained like the film,

$$G(n)=-n(g-\delta\mu)+an^{2/3}.$$

A negative $\delta\mu$ increases the gain. Put $g'=g-\delta\mu$. Setting $G'(n)=0$ gives $n_*^{1/3}=2a/(3g')$, and the barrier is

$$G_*=n_*^{2/3}\left(a-g'n_*^{1/3}\right)=\frac{4a^2}{9g'^2}\cdot\frac a3=\frac{4a^3}{27g'^2}.$$

Its derivative is

$$\frac{dG_*}{d(\delta\mu)}=\frac{8a^3}{27g'^3}=n_* .$$

The critical size therefore multiplies the small energy shift. With model values $g=50$ meV and $a=250$ meV, $n_*=37$ and the unperturbed barrier is 926 meV. At $d=20$ nm the first-order reduction is $37\times2.47=91$ meV, now larger than $k_BT$. The full barrier formula gives a nucleation rate above the island 3.0 times the unperturbed one, if the rate prefactors are equal. This is somewhat less than the first-order estimate $\exp(91/77.6)\approx3.2$, because the critical nucleus shrinks as the gain per atom grows.

For four spacers the model, with the linear shift, gives:

| $d$ (nm) | $\delta\mu$ (meV) | exponent | rate gain |
|---:|---:|---:|---:|
| 10 | −9.76 | 1.50 | 36 |
| 20 | −2.47 | 2.40 | 3.0 |
| 40 | −0.39 | 2.82 | 1.20 |
| 80 | −0.053 | 2.95 | 1.03 |

At 10 nm the quadratic term is no longer negligible: it changes the shift to −9.10 meV and the rate gain to 30. For an isolated island the shift approaches the inverse cube as the spacer thickens. The rate gain does not follow a cube, since the shift enters it through an exponential. Only the excess of the gain over one becomes proportional to the shift, when the shift is small.

**Alignment has its own dependence on thickness**

Alignment can be measured by the fraction of nuclei that form within 10 nm of the axis, in a circular cell of radius 50 nm containing one buried island, with the strain of all other islands left out. Random placement gives $(10/50)^2=4.0\%$. With the linear shift the model gives 41%, 8.8%, 4.5% and 4.0% for the four spacers; the quadratic term lowers the first to 38%. At 80 nm almost nothing is left of the preference.

Reversing the misfit of the new film at $d=20$ nm lowers the fraction from 8.8% to 1.6%, below the random value. Within the model, this confirms that the energy shift, with its sign, causes the alignment.

Once the spacer is comparable to the cell or thicker, the excess over random placement falls faster than the inverse cube, even when the shift is weak. For $r\ll d$,

$$t(r)\simeq C\left(\frac2{d^3}-\frac{6r^2}{d^5}\right).$$

The first term is the same everywhere in the cell. It raises all nucleation rates equally and cancels from the fraction. The preference for the centre comes from the second term, so in a fixed cell much smaller than $d$ the excess falls as $d^{-5}$. What selects a place is the variation of the well across the cell. In the 50 nm cell the local exponent of the excess is 3.4 at $d=40$ nm and 4.2 at 80 nm, and it nears 5 only at several hundred nanometres. In a cell much wider than $d$ the variation is the full depth of the well, and a weak excess then falls close to $d^{-3}$ once $d$ is well above the island radius and the 10 nm circle.

**Neighbouring islands shorten the reach further**

A buried layer usually holds many islands, and their strain fields overlap. Let them form a square array of period $p$. The lateral displacement of one island is $-C\nabla_\parallel(1/R)$, so $t=-C\nabla_\parallel^2(1/R)$.

The Fourier component of $1/R$ at lateral wavenumber $k$ must decay as $Be^{-kd}$, because $1/R$ is harmonic away from its source. Across the source plane its slope jumps by $-2kB$, which must equal $-4\pi$; hence $B=2\pi/k$. The factor $k^2$ from the Laplacian gives

$$t_k=2\pi Ck\,e^{-kd}.$$

For the array, $t$ is the sum of $t_K e^{i\mathbf K\cdot\mathbf r}/p^2$ over reciprocal-lattice vectors $\mathbf K$. Compare a site above an island with the hollow at the centre of four islands. Each of the four shortest vectors, with $K=2\pi/p$, contributes with a factor $1-\cos\pi=2$. Their sum is

$$\Delta t\simeq\frac{4\times2}{p^2}\,2\pi C\,\frac{2\pi}p\,e^{-2\pi d/p}=\frac{32\pi^2C}{p^3}\,e^{-2\pi d/p}.$$

Longer vectors decay faster. At $d=p$ this gives $0.590\,C/p^3$, against $0.591\,C/p^3$ from direct summation over the islands. One isolated island would give a contrast of $1.46\,C/p^3$ between the same two points. At $d=1.5p$ the array's contrast is $0.0255\,C/p^3$, about eleven times smaller than the isolated value. At $d=0.5p$ the array's contrast is only 6% below the isolated value. The stretch directly above an island is already 32% below its isolated value there, because every neighbour adds some compression. The inverse cube for the depth therefore needs a spacer well below half the period. One island per cell of radius 50 nm corresponds to $p\approx89$ nm. In such an array the disc's on-axis shifts at 40 and 80 nm are $-0.28$ and about $-0.01$ meV, with local exponents 3.6 and 6.0, so those rows of the table describe an isolated island only; the aligned fractions hardly change (42%, 8.9%, 4.5% and 4.0%).

The inverse cube thus describes the depth of the energy well in a limited range: the spacer must be thick compared with the island's radius and thin compared with the distance between islands. Below this range the island's width softens the decay; above it, in a regular array, neighbouring fields cancel the contrast exponentially.

Within that range the result still assumes an isotropic solid, equal moduli and a flat surface. In an elastically anisotropic crystal the surface response must be recalculated, and the largest stretch need not lie directly above the island. The effect is large in common semiconductors. The model's $M$ and $\nu$ are close to those of Si(001), yet with silicon's cubic elastic constants a point island gives $t(0)\,d^3/(e_0V)=0.47$ instead of 0.81, and the stretch peaks off the axis, at about 0.50 near $r\approx0.3d$. For GaAs(001) the axial value is 0.38 instead of 0.84. If adatoms cannot reach a common chemical potential before they nucleate, the energy well remains, but the placement probabilities above no longer follow from it. The remaining figures are in the numerical output below.

## Values computed for the example and the checks

```
Poisson ratio 0.28; biaxial modulus 180 GPa
misfits: buried 0.04, new film 0.04
volume per atom 0.020 nm^3; temperature 900 K
disc radius 10 nm, height 3 nm
disc volume 942.5 nm^3; strength C 15.360 nm^3
energy coupling Omega*M*em 898.8 meV per unit areal strain
kT 77.56 meV; drive g 50 meV; edge a 250 meV
critical size 37.04 atoms; barrier 925.9 meV
point field: minimum at r/d 2.0000
point field: minimum/peak -0.01789
surface strain times d^3/(e0 V): r/d, finite elements, formula
  0.0  0.81885  0.81896
  0.7  0.22678  0.22676
  1.4  0.00097  0.00098
  2.0  -0.01459  -0.01459
disc results, one line per spacer thickness d:
d 10 nm: areal strain disc 0.010861, point 0.030720
  shift -9.7618 meV; local exponent 1.500
  axial rate gain 35.936; paired fraction 0.4114
d 20 nm: areal strain disc 0.002748, point 0.003840
  shift -2.4696 meV; local exponent 2.400
  axial rate gain 2.996; paired fraction 0.0880
d 40 nm: areal strain disc 0.000438, point 0.000480
  shift -0.3939 meV; local exponent 2.824
  axial rate gain 1.204; paired fraction 0.0452
d 80 nm: areal strain disc 0.000059, point 0.000060
  shift -0.0527 meV; local exponent 2.954
  axial rate gain 1.025; paired fraction 0.0404
random paired fraction 0.0400
opposite new misfit, d 20 nm: paired fraction 0.0157
d 20 nm, shift with quadratic term: -2.4271 meV
same, opposite new misfit: 2.5120 meV
d 20 nm, linear shift: -90.75 microhartree
disc height effect on strain at d 10 nm: 0.84 percent
top-minus-hollow strain times p^3/C for square array of period p:
  d/p, array sum, leading exponential, isolated island
  0.5  15.01548  13.64814  16.00000
  1.0  0.59091  0.58979  1.45567
  1.5  0.02549  0.02549  0.27364
```
